# Asymptotic tails of the Becke 88 exchange energy per particle and potential: a program that tests the result

```python
# Result under test (hartree atomic units, one spin channel, spherical density n):
# exchange GGA e = n^(4/3) f(x), x = |grad n|/n^(4/3), eps = e/n, v = dE/dn (functional derivative).
# Becke 88: f = -A - beta x^2/(1 + 6 beta x asinh x).
# For n ~ C r^p exp(-a r):  r*eps -> -1/2  but  r^2 v -> -5/(2a), so r*v -> 0.
# One-electron exact exchange: eps = -vH/2, v = -vH -> -1/r.
# On n = C exp(-a r) every exchange GGA obeys
#   v = -(3/a) eps' + (3/a^2) eps'' + 2 eps/(a r) + 6 eps'/(a^2 r),
# and B88 has eps ~ -1/(2s), s = r + r0, r0 = (3/a) ln(2 a C^(-1/3)).
# A density is given as the triple (ln n, u = -n'/n, u').
import numpy as np
import sympy as sp
from mpmath import mp, mpf, exp, log, pi, diff
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.constants import physical_constants
from pyscf.dft import libxc

mp.dps = 50
EV = physical_constants['Hartree energy in eV'][0]
xs = sp.symbols('x', positive=True)
A_sym = sp.Rational(3, 2) * (3 / (4 * sp.pi)) ** sp.Rational(1, 3)
beta = sp.Rational(42, 10000)
A = mpf(3) / 2 * (3 / (4 * pi)) ** (mpf(1) / 3)

def make(f):
    return [sp.lambdify(xs, sp.diff(f, xs, k), 'mpmath') for k in range(3)]

B88 = make(-A_sym - beta * xs**2 / (1 + 6 * beta * xs * sp.asinh(xs)))
s2 = xs**2 / (4 * (6 * sp.pi**2) ** sp.Rational(2, 3))
kap, mu = sp.Rational(804, 1000), sp.Rational(2195149727645171, 10**16)
PBE = make(-A_sym * (1 + kap - kap / (1 + mu * s2 / kap)))
LINEAR = make(-xs / 2)
LOG2 = make(-xs / sp.log(xs) ** 2)

a, C = mpf(2), 1 / pi
HYD = (lambda r: log(C) - a * r, lambda r: a, lambda r: mpf(0))
am, pm = mpf(3) / 2, mpf(1)
MOD = (lambda r: pm * log(r) - am * r, lambda r: am - pm / r, lambda r: pm / r**2)
bg = mpf(1)
GAU = (lambda r: 1.5 * log(bg / pi) - bg * r**2, lambda r: 2 * bg * r, lambda r: 2 * bg)

def eps(F, D, r):
    n13 = exp(D[0](r) / 3)
    return n13 * F[0](D[1](r) / n13)

def v_terms(F, D, r):
    n13, u = exp(D[0](r) / 3), D[1](r)
    x = u / n13
    return (4 * n13 * (F[0](x) - x * F[1](x)) / 3, 2 * F[1](x) / r,
            F[2](x) * x * (D[2](r) / u + u / 3))

def v_gga(F, D, r):
    return sum(v_terms(F, D, r))

nodes, weights = np.polynomial.legendre.leggauss(30)

def quad(func, lo, hi, panels=1):
    h, total = (mpf(hi) - lo) / panels, mpf(0)
    for k in range(panels):
        for t, w in zip(nodes, weights):
            total += float(w) * h / 2 * func(lo + h * k + h * (1 + mpf(float(t))) / 2)
    return total

def close(p, q, tol):
    return abs(p - q) <= tol * abs(q)

# energy per particle and partial derivatives against libxc (two equal spin channels)
radii = np.array([0.3, 1.0, 2.5, 5.0, 8.0])
nsp = np.exp(-2 * radii) / np.pi
rho = np.zeros((4, radii.size))
rho[0], rho[3] = 2 * nsp, -4 * nsp
for code, F in (('B88,', B88), ('PBE,', PBE)):
    exc, vxc = libxc.eval_xc(code, rho, spin=0, deriv=1)[:2]
    for i, r in enumerate(radii):
        r = mpf(float(r))
        t = v_terms(F, HYD, r)
        assert close(float(exc[i]), eps(F, HYD, r), 1e-8)
        assert close(float(np.ravel(vxc[0])[i]), t[0], 1e-8)
        assert close(float(np.ravel(vxc[1])[i] * 8 * nsp[i]), t[1] * r / 2, 1e-8)

# functional derivative from the definition: finite difference of E under n -> n(1 + eta*bump)
def bump_average(F, D, centre, potential):
    eta = mpf(10) ** -15
    phi = lambda r: (1 - (r - centre) ** 2) ** 3
    dphi = lambda r: -6 * (r - centre) * (1 - (r - centre) ** 2) ** 2
    def e(r, h):
        n0 = exp(D[0](r))
        n43 = (n0 * (1 + h * phi(r))) ** (mpf(4) / 3)
        g = abs(n0 * (-D[1](r) * (1 + h * phi(r)) + h * dphi(r)))
        return n43 * F[0](g / n43)
    lo, hi = centre - 1, centre + 1
    norm = quad(lambda r: r**2 * exp(D[0](r)) * phi(r), lo, hi)
    fd = quad(lambda r: r**2 * (e(r, eta) - e(r, -eta)) / (2 * eta), lo, hi) / norm
    fm = quad(lambda r: r**2 * exp(D[0](r)) * phi(r) * potential(r), lo, hi) / norm
    return fd, fm

for F, D, centres in ((B88, HYD, (2, 10, 50, 300)), (B88, MOD, (5, 50)), (B88, GAU, (3,)),
                      (PBE, HYD, (2, 10)), (LOG2, HYD, (10,))):
    for c in centres:
        fd, fm = bump_average(F, D, mpf(c), lambda r: v_gga(F, D, r))
        assert close(fd, fm, 1e-9)
for D in (HYD, MOD):
    fd, fm = bump_average(LINEAR, D, mpf(10), lambda r: -1 / r)
    assert close(fd, fm, 1e-9)
fd50, fm50 = bump_average(B88, HYD, mpf(50), lambda r: v_gga(B88, HYD, r))

# exact one-electron exchange
vH = lambda r: 1 / r - (1 + 1 / r) * exp(-2 * r)
for r in (mpf(1), mpf(5), mpf(10)):
    byquad = (quad(lambda t: 4 * t**2 * exp(-2 * t), 0, r, 5) / r
              + quad(lambda t: 4 * t * exp(-2 * t), r, r + 30, 10))
    assert close(byquad, vH(r), 1e-12)
grid = np.linspace(0, 30, 200001)
n0 = np.exp(-2 * grid) / np.pi
dn = n0 * np.where(abs(grid - 3) < 1, (1 - (grid - 3) ** 2) ** 3, 0.0)

def hartree_energy(n):
    charge = cumulative_trapezoid(4 * np.pi * grid**2 * n, grid, initial=0)
    return trapezoid(4 * np.pi * grid * n * charge, grid)

Ex_exact = -hartree_energy(n0)
assert close(Ex_exact, -5 / 16, 1e-6)
dU = (hartree_energy(n0 + 0.1 * dn) - hartree_energy(n0 - 0.1 * dn)) / 0.2
r_vH = 1 - (grid + 1) * np.exp(-2 * grid)
assert close(dU, trapezoid(4 * np.pi * grid * dn * r_vH, grid), 1e-6)
Ex_b88 = quad(lambda r: 4 * r**2 * exp(-2 * r) * eps(B88, HYD, r), 0, 40, 20)

# relation between v and eps, and its integrated form
for F in (B88, PBE, LOG2):
    for r in (mpf(1), mpf(7), mpf(40)):
        e0, e1, e2 = (diff(lambda t: eps(F, HYD, t), r, k) for k in range(3))
        relation = -3 * e1 / a + 3 * e2 / a**2 + 2 * e0 / (a * r) + 6 * e1 / (a**2 * r)
        assert close(relation, v_gga(F, HYD, r), 1e-15)

def slope_from(v, e, r):
    integrand = lambda t: t**2 * exp(-a * (t - r)) * a**2 / 3 * (v(t) - 2 * e(t) / (a * t))
    return -quad(integrand, r, r + 30, 10) / r**2

for F in (B88, PBE):
    for r in (mpf(3), mpf(20)):
        got = slope_from(lambda t: v_gga(F, HYD, t), lambda t: eps(F, HYD, t), r)
        assert close(got, diff(lambda t: eps(F, HYD, t), r), 1e-10)
forced = 100 * slope_from(lambda t: -1 / t, lambda t: -1 / (2 * t), mpf(100))
assert close(forced, a / 3, 1e-10)

# closed tails, remainder and limits
r0 = 3 / a * log(2 * a * C ** (-mpf(1) / 3))

def v_tail(r):
    s = r + r0
    return -3 / (2 * a * s**2) - 1 / (a * r * s) + 3 / (a**2 * r * s**2) - 3 / (a**2 * s**3)

r = mpf(60)
assert close(eps(B88, HYD, r), -1 / (2 * (r + r0)), 1e-13)
assert close(v_gga(B88, HYD, r), v_tail(r), 1e-12)
remainder = v_gga(B88, HYD, r) - v_tail(r)
ratio = remainder / (-4 * A * exp(HYD[0](r) / 3) / 3)
assert abs(ratio - 1) < 0.01   # the gradient part adds a relative O(1/ln^2 x)
R = mpf(10) ** 6
eR, vR, tR = eps(B88, HYD, R), v_gga(B88, HYD, R), v_terms(B88, HYD, R)
assert close(R * eR, -0.5, 1e-5) and close(R**2 * vR, -5 / (2 * a), 1e-5)
assert abs(R * vR) < 1e-5 and close(R * (vR - eR), 0.5, 1e-5)
for term, limit in zip(tR, (-2 / a, -1 / a, 1 / (2 * a))):
    assert close(R**2 * term, limit, 1e-4)
next_order = R * (R**2 * vR + 5 / (2 * a))
assert close(next_order, 4 * r0 / a, 1e-4)
exponent = lambda func, r: -r * diff(func, r) / func(r)
assert close(exponent(lambda t: eps(B88, HYD, t), R), 1, 1e-4)
assert close(exponent(lambda t: v_gga(B88, HYD, t), R), 2, 1e-4)
eM, vM = R * eps(B88, MOD, R), R**2 * v_gga(B88, MOD, R)
assert close(eM, -0.5, 1e-4) and close(vM, -5 / (2 * am), 1e-4)
Rg = mpf(1000)
eG, vG = Rg * eps(B88, GAU, Rg), Rg**3 * v_gga(B88, GAU, Rg)
assert close(eG, -1, 1e-3) and close(vG, -4 / bg, 1e-3)
c2, v3 = -R**2 * eps(LOG2, HYD, R), R**3 * v_gga(LOG2, HYD, R)
assert close(v3, -(3 * 2 + 2) * c2 / a, 1e-4)

# gauge term div[c n r_vec/(1+r^2)], written per particle
cg = -1 / (2 * a)
gauge = lambda D, r: cg * (-D[1](r) * r / (1 + r**2) + (3 + r**2) / (1 + r**2) ** 2)
for D in (HYD, MOD):
    assert abs(quad(lambda r: 4 * pi * r**2 * exp(D[0](r)) * gauge(D, r), 0, 60, 30)) < 1e-12
gauged = R * (eR + gauge(HYD, R))
assert abs(gauged) < 1e-5

f = float
print(f"beta = {f(beta):.4f}, A = {f(A):.6f} (dimensionless)")
print(f"H atom: a = {f(a):.1f} 1/bohr, C = {f(C):.6f} 1/bohr^3")
print(f"E_x exact = {Ex_exact:.6f} Ha = {Ex_exact * EV:.4f} eV")
print(f"E_x B88   = {f(Ex_b88):.6f} Ha = {f(Ex_b88) * EV:.4f} eV")
print(f"r0 = {f(r0):.5f} bohr; 4 r0/a = {f(4 * r0 / a):.5f} Ha bohr^3")
print(f"limit -5/(2a) = {f(-5 / (2 * a)):.4f} Ha bohr^2")
print("r/bohr | B88 r*eps, -r/(2s), r*v (Ha bohr) | B88 r^2 v, tail (Ha bohr^2) | exact r*eps, r*v (Ha bohr)")
for r in map(mpf, (2, 5, 10, 20, 50, 100, 1000)):
    e, v = eps(B88, HYD, r), v_gga(B88, HYD, r)
    print(f"{int(r):5d} | {f(r * e):.4f} {f(-r / (2 * (r + r0))):.4f} {f(r * v):.4f} | "
          f"{f(r**2 * v):.4f} {f(r**2 * v_tail(r)):.4f} | {f(-r * vH(r) / 2):.4f} {f(-r * vH(r)):.4f}")
r = mpf(10)
x10 = a / exp(HYD[0](r) / 3)
t10, e10, v10 = v_terms(B88, HYD, r), eps(B88, HYD, r), v_gga(B88, HYD, r)
print(f"r=10 bohr: n = {f(exp(HYD[0](r))):.4e} 1/bohr^3, x = {f(x10):.1f}, ln 2x = {f(log(2 * x10)):.4f}")
print(f"r=10 bohr: eps B88 = {f(e10):.6f} Ha, eps exact = {f(-vH(r) / 2):.6f} Ha")
print("r=10 bohr: e_n, 2e_g/r, de_g/dr = " + ", ".join(f"{f(t):.6f}" for t in t10) + " Ha")
print(f"r=10 bohr: v B88 = {f(v10):.6f} Ha = {f(v10) * EV:.4f} eV")
print(f"r=10 bohr: v exact = {f(-vH(r)):.6f} Ha = {f(-vH(r)) * EV:.4f} eV")
print(f"r=10 bohr: v/eps B88 = {f(v10 / e10):.4f}; v B88 / v exact = {f(-v10 / vH(r)):.4f}")
for r in map(mpf, (10, 100, 1000)):
    print(f"r={int(r)} bohr: local decay exponent eps = {f(exponent(lambda t: eps(B88, HYD, t), r)):.4f}, "
          f"v = {f(exponent(lambda t: v_gga(B88, HYD, t), r)):.4f}")
print(f"bump at 50 bohr: finite-difference v = {f(fd50):.10e} Ha, formula = {f(fm50):.10e} Ha")
print(f"r=60 bohr: v - tail = {f(remainder):.3e} Ha, ratio to -(4/3)A n^(1/3) = {f(ratio):.4f}")
print(f"r=1e6 bohr: r*eps = {f(R * eR):.6f} Ha bohr, r^2 v = {f(R**2 * vR):.6f} Ha bohr^2")
print("r=1e6 bohr: r^2 x three terms = " + ", ".join(f"{f(R**2 * t):.5f}" for t in tR) + " Ha bohr^2")
print(f"r=1e6 bohr: r(r^2 v + 5/(2a)) = {f(next_order):.4f} Ha bohr^3")
print(f"r=1e6 bohr: r(v-eps) B88 = {f(R * (vR - eR)):.5f}, exact = {f(-R * vH(R) / 2):.5f} Ha bohr")
print(f"gauge c = {f(cg):.3f} Ha bohr^2: r*eps after gauge at 1e6 bohr = {f(gauged):.2e} Ha bohr")
print(f"f=-x/2, r=10 bohr: eps = {f(eps(LINEAR, HYD, mpf(10))):.4f} Ha, v = {f(v_gga(LINEAR, HYD, mpf(10))):.4f} Ha")
print(f"f=-x/ln^2 x, r=1e6 bohr: r^2 eps = {f(-c2):.4f} Ha bohr^2, r^3 v = {f(v3):.4f} Ha bohr^3")
print(f"v=-1/r with eps=-1/(2r) forces r*eps' = {f(forced):.6f} Ha at 100 bohr; a/3 = {f(a / 3):.6f}")
print(f"model a = {f(am):.1f} 1/bohr, p = {f(pm):.0f}, r=1e6 bohr: r*eps = {f(eM):.5f} Ha bohr")
print(f"model: r^2 v = {f(vM):.5f} Ha bohr^2, -5/(2a) = {f(-5 / (2 * am)):.5f} Ha bohr^2")
print(f"Gaussian b = {f(bg):.1f} 1/bohr^2, r=1000 bohr: r*eps = {f(eG):.4f} Ha bohr, r^3 v = {f(vG):.4f} Ha bohr^3")
print("all assertions hold")
```

Printed output:

```
beta = 0.0042, A = 0.930526 (dimensionless)
H atom: a = 2.0 1/bohr, C = 0.318310 1/bohr^3
E_x exact = -0.312500 Ha = -8.5036 eV
E_x B88   = -0.309756 Ha = -8.4289 eV
r0 = 2.65181 bohr; 4 r0/a = 5.30361 Ha bohr^3
limit -5/(2a) = -1.2500 Ha bohr^2
r/bohr | B88 r*eps, -r/(2s), r*v (Ha bohr) | B88 r^2 v, tail (Ha bohr^2) | exact r*eps, r*v (Ha bohr)
    2 | -0.4348 -0.2150 -0.4693 | -0.9387 -0.3141 | -0.4725 -0.9451
    5 | -0.4118 -0.3267 -0.2260 | -1.1299 -0.6248 | -0.4999 -0.9997
   10 | -0.4025 -0.3952 -0.0948 | -0.9478 -0.8539 | -0.5000 -1.0000
   20 | -0.4415 -0.4415 -0.0512 | -1.0232 -1.0227 | -0.5000 -1.0000
   50 | -0.4748 -0.4748 -0.0230 | -1.1505 -1.1505 | -0.5000 -1.0000
  100 | -0.4871 -0.4871 -0.0120 | -1.1987 -1.1987 | -0.5000 -1.0000
 1000 | -0.4987 -0.4987 -0.0012 | -1.2447 -1.2447 | -0.5000 -1.0000
r=10 bohr: n = 6.5609e-10 1/bohr^3, x = 2301.7, ln 2x = 8.4345
r=10 bohr: eps B88 = -0.040248 Ha, eps exact = -0.050000 Ha
r=10 bohr: e_n, 2e_g/r, de_g/dr = -0.007193, -0.003485, 0.001200 Ha
r=10 bohr: v B88 = -0.009478 Ha = -0.2579 eV
r=10 bohr: v exact = -0.100000 Ha = -2.7211 eV
r=10 bohr: v/eps B88 = 0.2355; v B88 / v exact = 0.0948
r=10 bohr: local decay exponent eps = 0.8935, v = 2.1280
r=100 bohr: local decay exponent eps = 0.9742, v = 1.9585
r=1000 bohr: local decay exponent eps = 0.9974, v = 1.9958
bump at 50 bohr: finite-difference v = -4.6397617898e-04 Ha, formula = -4.6397617898e-04 Ha
r=60 bohr: v - tail = -3.583e-18 Ha, ratio to -(4/3)A n^(1/3) = 0.9957
r=1e6 bohr: r*eps = -0.499999 Ha bohr, r^2 v = -1.249995 Ha bohr^2
r=1e6 bohr: r^2 x three terms = -0.99999, -0.50000, 0.25000 Ha bohr^2
r=1e6 bohr: r(r^2 v + 5/(2a)) = 5.3036 Ha bohr^3
r=1e6 bohr: r(v-eps) B88 = 0.50000, exact = -0.50000 Ha bohr
gauge c = -0.250 Ha bohr^2: r*eps after gauge at 1e6 bohr = 1.08e-06 Ha bohr
f=-x/2, r=10 bohr: eps = -1.0000 Ha, v = -0.1000 Ha
f=-x/ln^2 x, r=1e6 bohr: r^2 eps = -4.5000 Ha bohr^2, r^3 v = -17.9999 Ha bohr^3
v=-1/r with eps=-1/(2r) forces r*eps' = 0.666667 Ha at 100 bohr; a/3 = 0.666667
model a = 1.5 1/bohr, p = 1, r=1e6 bohr: r*eps = -0.50000 Ha bohr
model: r^2 v = -1.66668 Ha bohr^2, -5/(2a) = -1.66667 Ha bohr^2
Gaussian b = 1.0 1/bohr^2, r=1000 bohr: r*eps = -1.0000 Ha bohr, r^3 v = -3.9998 Ha bohr^3
all assertions hold
```
